**Spring-network fracture by Sherman–Morrison updates**

The program removes the most overstressed spring repeatedly and updates the inverse stiffness \(G\), the node response \(v\) and the grip stiffness \(C\). For a spring of stiffness \(k\), row \(a\) and tension \(t\) per unit grip displacement, the denominator is \(r=1-k\,a\cdot Ga\), and \(C\) falls by \(t^2/(kr)\). After every break it asserts agreement with a rebuilt stiffness matrix and with least-squares energy minimisation, and it asserts the bound \(r\ge t^2/(kC)\) within rounding. It also asserts that the dead-load denominator vanishes at the last break. A separate slow displacement ramp must reproduce the breaking order, and the strength and work within its step error. In the central-force strip 43 of 299 springs break and the strength is 0.103 \(k\ell\), with \(k\) here the mean stiffness and \(\ell\) the spring length. Four idle springs must then still be cut to separate the grips, whereas the scalar network is fully disconnected after 25 breaks.

## Check in Python

```python
"""Quasistatic fracture of a spring network by rank-one (Sherman-Morrison) updates.

Result under test: removing spring b (stiffness k, row a, tension t per unit grip
displacement) changes the inverse stiffness G, node response v and grip stiffness C by
    G' = G + k g g^T / r,   v' = v + g t / r,   C' = C - t^2 / (k r),
with g = G a and r = 1 - k a.g. A loaded spring has r >= t^2/(k C) > 0, so the update
is never singular under grip displacement. Fracture ends when C = 0.
Elongation of a spring = rows @ v + grip, per unit displacement of the right grip.
Units: spring length l, mean spring stiffness k; forces in k l.
"""
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import maximum_flow

STOP = 1e-12  # grip stiffness, relative to the intact one, regarded as zero


def stiffness_matrix(rows, stiff, alive):
    return rows[alive].T @ (stiff[alive, None] * rows[alive])


def relax(rows, grip, stiff, alive):
    """Minimise the elastic energy directly by least squares, without G."""
    root = np.sqrt(stiff[alive])
    v = np.linalg.lstsq(root[:, None] * rows[alive], -root * grip[alive],
                        rcond=None)[0]
    stretch = np.where(alive, rows @ v + grip, 0.0)
    return stiff * stretch, float(np.sum(stiff * stretch**2))


def fracture(rows, grip, stiff, limit, tension_only):
    """Break the most overstressed spring repeatedly, using rank-one updates."""
    alive = np.ones(len(grip), bool)
    G = np.linalg.inv(stiffness_matrix(rows, stiff, alive))
    v = -G @ (rows.T @ (stiff * grip))
    out = dict(order=[], load=[], r=[], t=[], C=[], tension=[], G=[G.copy()])
    while True:
        stretch = np.where(alive, rows @ v + grip, 0.0)
        tension = stiff * stretch
        C = float(tension @ stretch)
        out["C"].append(C)
        out["tension"].append(tension)
        if C < STOP * out["C"][0]:
            break
        ratio = (tension if tension_only else np.abs(tension)) / limit
        b = int(np.argmax(ratio))
        assert ratio[b] > 0
        g = G @ rows[b]
        r = 1.0 - stiff[b] * (rows[b] @ g)
        G = G + stiff[b] * np.outer(g, g) / r
        v = v + g * tension[b] / r
        alive[b] = False
        out["order"].append(b)
        out["load"].append(1.0 / ratio[b])
        out["r"].append(r)
        out["t"].append(tension[b])
        out["G"].append(G.copy())
    out["alive"] = alive
    for key in ("load", "r", "t", "C"):
        out[key] = np.array(out[key])
    return out


def audit(run, rows, grip, stiff):
    """Compare every update with a stiffness matrix rebuilt from the survivors."""
    alive = np.ones(len(grip), bool)
    K = stiffness_matrix(rows, stiff, alive)
    inverse = np.linalg.inv(K)
    C = relax(rows, grip, stiff, alive)[1]
    wide = np.column_stack([rows, grip])  # grip displacement as an extra unknown
    worst, most_idle = 0.0, 0
    for n, b in enumerate(run["order"]):
        r, t = run["r"][n], run["t"][n]
        redundancy = 1 - stiff * np.sum((rows @ inverse) * rows, axis=1)
        idle = alive & (redundancy < 1e-9)
        most_idle = max(most_idle, int(idle.sum()))
        assert np.all(np.abs(run["tension"][n][idle]) < 1e-7)
        assert r - t**2 / (stiff[b] * C) > -1e-8
        K_wide = stiffness_matrix(wide, stiff, alive)
        r_dead_load = 1 - stiff[b] * wide[b] @ np.linalg.solve(K_wide, wide[b])
        alive[b] = False
        K_new = stiffness_matrix(rows, stiff, alive)
        inverse = np.linalg.inv(K_new)
        error = np.max(np.abs(run["G"][n + 1] - inverse)) / np.max(np.abs(inverse))
        worst = max(worst, error)
        assert error < 1e-7
        log_ratio = np.linalg.slogdet(K_new)[1] - np.linalg.slogdet(K)[1]
        assert abs(log_ratio - np.log(r)) < 1e-6
        tension_new, C_new = relax(rows, grip, stiff, alive)
        assert np.max(np.abs(tension_new - run["tension"][n + 1])) < 1e-7
        assert abs(C_new - (C - t**2 / (stiff[b] * r))) < 1e-8
        assert abs(r_dead_load - r * C_new / C) < 1e-6
        K, C = K_new, C_new
    assert C < STOP * run["C"][0]
    assert abs(r_dead_load) < 1e-6  # dead load: singular at the last break
    assert alive.sum() >= rows.shape[1]
    drift = np.max(np.abs(K @ run["G"][-1] - np.eye(len(K))))
    return worst, drift, most_idle


def slow_ramp(rows, grip, stiff, limit, start, stop, factor):
    """Raise the grip displacement in small steps; relax directly after each break."""
    alive = np.ones(len(grip), bool)
    tension, C = relax(rows, grip, stiff, alive)
    C_zero = STOP * C
    top = np.max(tension / limit)
    d, order = start, []
    work, peak = 0.5 * C * d**2, C * d
    while d < stop and C > C_zero:
        new = d * factor
        work += 0.5 * C * (new**2 - d**2)
        d = new
        while C > C_zero and top * d >= 1:
            b = int(np.argmax(tension / limit))
            order.append(b)
            alive[b] = False
            tension, C = relax(rows, grip, stiff, alive)
            top = np.max(tension / limit)
        peak = max(peak, C * d)
    return order, peak, work


def bridging_cut(ends, alive):
    """Fewest surviving springs to cut to separate the grips (0 left, 1 right)."""
    i, j = ends[alive].T
    ones = np.ones(2 * len(i), dtype=np.int32)
    size = int(ends.max()) + 1
    graph = csr_matrix((ones, (np.r_[i, j], np.r_[j, i])), shape=(size, size),
                       dtype=np.int32)
    return int(maximum_flow(graph, 0, 1).flow_value)


# One node: two springs to the left grip, one to the right grip, 120 degrees apart.
angles = np.deg2rad([120.0, 240.0, 0.0])
star_rows = -np.column_stack([np.cos(angles), np.sin(angles)])
star_grip = np.array([0.0, 0.0, 1.0])
star_k = np.ones(3)
star_all = np.ones(3, bool)
star_t, star_C = relax(star_rows, star_grip, star_k, star_all)
star_K = stiffness_matrix(star_rows, star_k, star_all)
star_r = 1 - star_rows[0] @ np.linalg.solve(star_K, star_rows[0])
star_left = np.array([False, True, True])
star_C_after = relax(star_rows, star_grip, star_k, star_left)[1]
star_det = np.linalg.det(stiffness_matrix(star_rows, star_k, star_left))
star_ends = np.array([[0, 2], [0, 2], [2, 1]])
star_cut = bridging_cut(star_ends, star_left)
assert star_C_after < 1e-20 and star_det > 0.1 and star_cut == 1
assert abs(star_r - star_t[0]**2 / star_C) < 1e-12

# Triangular strip pulled along x; the first and last node of each row are gripped.
columns, row_count = 12, 10
points, label, free_count = [], [], 0
for j in range(row_count):
    for i in range(columns):
        points.append((i + 0.5 * (j % 2), j * np.sqrt(3) / 2))
        if i == 0:
            label.append(0)
        elif i == columns - 1:
            label.append(1)
        else:
            label.append(2 + free_count)
            free_count += 1
points = np.array(points)
ends, directions, middles = [], [], []
for p in range(len(points)):
    for q in range(p + 1, len(points)):
        gap = points[q] - points[p]
        if abs(np.hypot(*gap) - 1) < 1e-6 and max(label[p], label[q]) > 1:
            ends.append((label[p], label[q]))
            directions.append(gap)
            middles.append((points[p] + points[q]) / 2)
ends, middles = np.array(ends), np.array(middles)
spring_count = len(ends)
rows = np.zeros((spring_count, 2 * free_count))
grip = np.zeros(spring_count)
scalar_rows = np.zeros((spring_count, free_count))
scalar_grip = np.zeros(spring_count)
for b in range(spring_count):
    for node, sign in zip(ends[b], (-1, 1)):
        if node > 1:
            m = node - 2
            rows[b, 2 * m:2 * m + 2] += sign * directions[b]
            scalar_rows[b, m] += sign
        elif node == 1:
            grip[b] += sign * directions[b][0]
            scalar_grip[b] += sign
assert np.all(grip >= 0)

seed = 7
k_low, k_high, limit_low, limit_high = 0.8, 1.2, 0.01, 0.03
rng = np.random.default_rng(seed)
stiff = rng.uniform(k_low, k_high, spring_count)
limit = rng.uniform(limit_low, limit_high, spring_count)

run = fracture(rows, grip, stiff, limit, True)
worst, drift, most_idle = audit(run, rows, grip, stiff)
breaks = len(run["order"])
assert breaks <= spring_count - rows.shape[1]
broken_k = stiff[run["order"]]
envelope = np.maximum.accumulate(run["load"])
forces = run["C"][:-1] * run["load"]
peak_step = int(np.argmax(forces))
strength = forces[peak_step]
work = np.sum(0.5 * envelope**2 * run["t"]**2 / (broken_k * run["r"]))
work_to_peak = 0.5 * run["C"][0] * envelope[0]**2 + np.sum(
    0.5 * run["C"][1:peak_step + 1]
    * (envelope[1:peak_step + 1]**2 - envelope[:peak_step]**2))
factor = 1.0005
ramp_order, ramp_peak, ramp_work = slow_ramp(
    rows, grip, stiff, limit, 0.9 * run["load"][0], 1.01 * envelope[-1], factor)
assert ramp_order == run["order"]
assert abs(ramp_peak / strength - 1) < 2.2 * (factor - 1)
assert -1e-6 < ramp_work / work - 1 < 2.2 * (factor - 1)
avalanches = np.unique(envelope, return_counts=True)[1]
final_cut = bridging_cut(ends, run["alive"])

# Scalar springs: loss of load and geometric disconnection must coincide.
scalar = fracture(scalar_rows, scalar_grip, stiff, limit, False)
scalar_worst, scalar_drift, scalar_idle = audit(scalar, scalar_rows, scalar_grip, stiff)
alive = np.ones(spring_count, bool)
for b in scalar["order"]:
    assert bridging_cut(ends, alive) > 0
    alive[b] = False
scalar_cut = bridging_cut(ends, alive)
assert scalar_cut == 0
scalar_strength = np.max(scalar["C"][:-1] * scalar["load"])

length = columns - 1
width = row_count * np.sqrt(3) / 2
k_si, thickness = 5.0, 1.0 * constants.nano
stress_mpa = strength / width * k_si / thickness / constants.mega

print("THREE-SPRING NODE (k = 1, l = 1)")
print(f"tension per unit grip displacement, each spring: {star_t[0]:.6f} k")
print(f"grip stiffness C before: {star_C:.6f} k; denominator r: {star_r:.6f}")
print(f"C after a left spring breaks: {abs(star_C_after):.1e} k")
print(f"det K after that break: {star_det:.6f} k^2; springs to cut: {star_cut}")
print("STRIP, CENTRAL FORCES")
print(f"nodes per row {columns}, rows {row_count}, random seed {seed}")
print(f"stiffness range {k_low} to {k_high} k; threshold {limit_low} to {limit_high} k l")
print(f"springs {spring_count}, degrees of freedom {rows.shape[1]}")
print(f"upper bound on breaks: {spring_count - rows.shape[1]}; actual breaks: {breaks}")
print(f"gauge length {length} l, width {width:.4f} l")
print(f"intact grip stiffness C: {run['C'][0]:.6f} k")
print("break | middle x, y (l) | load (l) | r | C before (k) | C after (k)")
for n in sorted({0, 1, 2, peak_step, breaks - 2, breaks - 1}):
    x, y = middles[run["order"][n]]
    print(f"{n + 1:3d} | {x:.2f}, {y:.2f} | {run['load'][n]:.5f} | {run['r'][n]:.5f}"
          f" | {run['C'][n]:.6f} | {abs(run['C'][n + 1]):.6f}")
print(f"strength (peak reaction): {strength:.6f} k l at break {peak_step + 1}")
print(f"grip displacement at peak: {run['load'][peak_step]:.5f} l")
print(f"mean strain at peak: {run['load'][peak_step] / length:.5f}")
print(f"largest grip displacement needed: {envelope[-1]:.5f} l")
print(f"breaks until C is below 1 % of intact: {np.argmax(run['C'] < 0.01 * run['C'][0])}")
print(f"total work: {work:.6f} k l^2; work up to peak: {work_to_peak:.6f} k l^2")
print(f"avalanches: {len(avalanches)}; largest: {avalanches.max()} springs")
print(f"smallest denominator r: {run['r'].min():.3e}")
print(f"most unloaded zero-r springs before a break: {most_idle}")
print(f"final idle springs to cut for geometric separation: {final_cut}")
print(f"largest relative error of updated G: {worst:.1e}; final |KG-1|: {drift:.1e}")
print(f"slow ramp: strength {ramp_peak:.6f} k l, work {ramp_work:.6f} k l^2")
print(f"slow ramp step factor: {factor}")
print(f"conversion: k = {k_si} N/m, l = 1 nm, thickness {thickness / constants.nano:.1f} nm")
print(f"peak film stress: {strength / width:.6f} k = {stress_mpa:.2f} MPa")
print("STRIP, SCALAR SPRINGS")
print(f"degrees of freedom {free_count}; breaks {len(scalar['order'])}")
print(f"intact C: {scalar['C'][0]:.6f} k; strength: {scalar_strength:.6f} k l")
print(f"smallest r: {scalar['r'].min():.3e}; most zero-r springs: {scalar_idle}")
print(f"final springs to cut for geometric separation: {scalar_cut}")
print("no test failed")
```

Output:

```
THREE-SPRING NODE (k = 1, l = 1)
tension per unit grip displacement, each spring: 0.333333 k
grip stiffness C before: 0.333333 k; denominator r: 0.333333
C after a left spring breaks: 0.0e+00 k
det K after that break: 0.750000 k^2; springs to cut: 1
STRIP, CENTRAL FORCES
nodes per row 12, rows 10, random seed 7
stiffness range 0.8 to 1.2 k; threshold 0.01 to 0.03 k l
springs 299, degrees of freedom 200
upper bound on breaks: 99; actual breaks: 43
gauge length 11 l, width 8.6603 l
intact grip stiffness C: 0.943201 k
break | middle x, y (l) | load (l) | r | C before (k) | C after (k)
  1 | 10.00, 7.79 | 0.10895 | 0.26428 | 0.943201 | 0.913041
  2 | 9.50, 5.20 | 0.10859 | 0.34398 | 0.913041 | 0.885156
  3 | 10.50, 6.93 | 0.10907 | 0.39992 | 0.885156 | 0.834498
 42 | 2.75, 4.76 | 1.96203 | 0.14128 | 0.004677 | 0.003426
 43 | 2.75, 6.50 | 2.20740 | 0.01259 | 0.003426 | 0.000000
strength (peak reaction): 0.102764 k l at break 1
grip displacement at peak: 0.10895 l
mean strain at peak: 0.00990
largest grip displacement needed: 2.20740 l
breaks until C is below 1 % of intact: 36
total work: 0.033017 k l^2; work up to peak: 0.005598 k l^2
avalanches: 26; largest: 5 springs
smallest denominator r: 1.259e-02
most unloaded zero-r springs before a break: 9
final idle springs to cut for geometric separation: 4
largest relative error of updated G: 1.6e-14; final |KG-1|: 3.7e-13
slow ramp: strength 0.102724 k l, work 0.033033 k l^2
slow ramp step factor: 1.0005
conversion: k = 5.0 N/m, l = 1 nm, thickness 1.0 nm
peak film stress: 0.011866 k = 59.33 MPa
STRIP, SCALAR SPRINGS
degrees of freedom 100; breaks 25
intact C: 1.353775 k; strength: 0.168910 k l
smallest r: 3.019e-01; most zero-r springs: 0
final springs to cut for geometric separation: 0
no test failed
```
